# Sheet resistance from four equally spaced needles on a thin film: verification in Python

```python
"""
Four-point probe on an infinite thin film.
Result under test: R_s = (pi / ln 2) * V / I
  R_s : sheet resistance (ohm per square) = resistivity / thickness
  I   : current entering at outer needle 1 and leaving at outer needle 4
  V   : voltage between inner needles 2 and 3; equal needle spacing s
The program also tests the corrections for thickness, wafer edge, needle
position and surface scattering, and works an example for a chromium film.
"""
import numpy as np
from scipy.integrate import quad

LN2 = np.log(2.0)
ideal_ratio = LN2 / np.pi          # V / (I R_s) from the derived formula
geometry_factor = np.pi / LN2

# --- Kirchhoff's laws on an infinite square network of equal resistors ---
# The Fourier solution of the node equations gives V/(I R) for needles
# placed n nodes apart. No continuum potential enters.
nodes, weights = np.polynomial.legendre.leggauss(800)
wave = 0.5 * np.pi * (nodes + 1.0)
wave_weight = 0.5 * np.pi * weights


def network_ratio(n):
    half_sine = np.sin(wave / 2)
    denominator = 4 * half_sine * np.sqrt(1 + half_sine**2)
    numerator = np.cos(n * wave) - np.cos(2 * n * wave)
    return 2 / np.pi * np.sum(wave_weight * numerator / denominator)


network = {n: network_ratio(n) for n in (1, 10, 20, 50)}
assert abs(network[50] / ideal_ratio - 1) < 1e-4
error_fall = (network[10] - ideal_ratio) / (network[20] - ideal_ratio)
assert 3.6 < error_fall < 4.4      # lattice error falls as 1/n^2

# --- Voltage as the line integral of the field of source and sink ---
field_integral = quad(lambda x: (1 / x + 1 / (3 - x)) / (2 * np.pi), 1, 2)[0]
assert abs(field_integral - ideal_ratio) < 1e-12


# --- Slab of finite thickness: explicit sum over stacked image sources ---
def slab_excess(thickness_over_spacing):
    """Relative excess of V over the thin-film formula."""
    t = thickness_over_spacing
    n = np.arange(1, 400001)
    height_squared = (2 * n * t)**2
    terms = 1 / np.sqrt(1 + height_squared) - 1 / np.sqrt(4 + height_squared)
    total = 0.5 + 2 * np.sum(terms[::-1])
    return total * t / LN2 - 1


excess = {ratio: slab_excess(ratio) for ratio in (1.0, 0.5, 0.2)}
assert excess[1.0] > excess[0.5] > abs(excess[0.2])
assert abs(excess[0.2]) < 1e-6


# --- Insulated circular rim: Fourier solution against image formula ---
def disc_ratio_fourier(diameter):
    """V/(I R_s) in a disc; lengths in needle spacings."""
    radius = diameter / 2
    angle = 2 * np.pi * np.arange(512) / 512
    x, y = radius * np.cos(angle), radius * np.sin(angle)
    radial_slope = np.zeros_like(angle)
    for position, sign in ((-1.5, 1), (1.5, -1)):
        distance_squared = (x - position)**2 + y**2
        projection = ((x - position) * x + y * y) / radius
        radial_slope -= sign * projection / distance_squared / (2 * np.pi)
    ratio = field_integral
    for order in range(1, 100):
        slope_part = 2 * np.mean(radial_slope * np.cos(order * angle))
        amplitude = -slope_part * radius / order
        left = (-0.5 / radius)**order
        right = (0.5 / radius)**order
        ratio += amplitude * (left - right)
    return ratio


def disc_ratio_images(diameter):
    d2 = diameter**2
    return (LN2 + np.log((d2 + 3) / (d2 - 3))) / np.pi


for diameter in (5.0, 10.0, 100.0):
    difference = disc_ratio_fourier(diameter) - disc_ratio_images(diameter)
    assert abs(difference) < 1e-9

# --- Example inputs; material and error values are rough typical ones ---
resistivity_uohm_cm = 25.0
spacing_mm = 1.0
current_mA = 10.0
voltage_before_mV = 5.5
voltage_after_mV = 9.0
wafer_mm = 100.0
needle_error_um = 10.0
contact_radius_um = 10.0
temperature_coefficient = 1.0e-3   # per K
temperature_difference_K = 2.0
glass_conductivity = 1.0           # W/(m K)
thermal_offset_uV = 5.0
mean_free_path_nm = 6.0

# --- Sheet resistance and thickness ---
sheet_before = geometry_factor * voltage_before_mV / current_mA
sheet_after = geometry_factor * voltage_after_mV / current_mA
# 1 microohm cm = 10 ohm nm
thickness_before = 10 * resistivity_uohm_cm / sheet_before
thickness_after = 10 * resistivity_uohm_cm / sheet_after
removed = thickness_before - thickness_after

# --- Needle errors: random displacements against linear propagation ---
relative_needle_error = needle_error_um / (1000 * spacing_mm)
placement_error = np.sqrt(5) * relative_needle_error / np.log(4)
rng = np.random.default_rng(7)
needles = np.arange(4.0) + relative_needle_error * rng.normal(size=(200000, 4))
x1, x2, x3, x4 = needles.T
# Potential of source and sink evaluated at each inner needle.
potential_2 = np.log(np.abs(x4 - x2)) - np.log(np.abs(x2 - x1))
potential_3 = np.log(np.abs(x4 - x3)) - np.log(np.abs(x3 - x1))
random_ratio = (potential_2 - potential_3) / (2 * np.pi)
random_error = np.std(random_ratio) / ideal_ratio
assert abs(random_error / placement_error - 1) < 0.01

# --- Surface scattering: average over depth and flight direction ---
gauss_x, gauss_w = np.polynomial.legendre.leggauss(300)
unit_x, unit_w = (gauss_x + 1) / 2, gauss_w / 2


def conducting_fraction(thickness_nm):
    direction = unit_x[:, None]    # cosine of angle to film normal
    depth = thickness_nm * unit_x[None, :]
    survival = 1 - np.exp(-depth / (mean_free_path_nm * direction))
    depth_average = survival @ unit_w
    return 1.5 * np.sum(unit_w * (1 - unit_x**2) * depth_average)


lost_thickness = 3 * mean_free_path_nm / 8
for thickness in (thickness_before, thickness_after):
    assert abs(conducting_fraction(thickness)
               - (1 - lost_thickness / thickness)) < 1e-4
thickness_after_corrected = (lost_thickness + (thickness_before
                             - lost_thickness) * sheet_before / sheet_after)
removed_corrected = thickness_before - thickness_after_corrected
# The corrected thickness must reproduce the ratio of sheet resistances.
conductance_ratio = (
    thickness_after_corrected * conducting_fraction(thickness_after_corrected)
    / (thickness_before * conducting_fraction(thickness_before)))
assert abs(conductance_ratio - voltage_before_mV / voltage_after_mV) < 2e-4

# --- Sizes of the remaining neglected effects ---
edge_error = disc_ratio_fourier(wafer_mm / spacing_mm) / ideal_ratio - 1
contact_order = (contact_radius_um / (1000 * spacing_mm))**2
temperature_error = temperature_coefficient * temperature_difference_K
offset_error = thermal_offset_uV / (1000 * voltage_before_mV)
spacing_m = spacing_mm * 1e-3
# Film heat is assigned equally to the two current needles on thick glass.
film_power = ((current_mA * 1e-3)**2 * sheet_after / np.pi
              * np.log(3000 * spacing_mm / contact_radius_um))
heating_K = (film_power / 2 * (1 / spacing_m + 1 / (2 * spacing_m))
             / (2 * np.pi * glass_conductivity))
heating_error = temperature_coefficient * heating_K
assert max(edge_error, contact_order, temperature_error, offset_error,
           heating_error) < placement_error

print(f"Factor pi/ln2: {geometry_factor:.5f} (no unit)")
print(f"Ideal V/(I R_s), ln2/pi: {ideal_ratio:.6f} (no unit)")
print(f"V/(I R_s) by field integral: {field_integral:.6f} (no unit)")
for n, value in network.items():
    print(f"Resistor network, spacing {n} nodes: {value:.6f} (no unit)")
for ratio, value in excess.items():
    print(f"Slab excess of V at t/s = {ratio}: {100*value:.2g} %")
print(f"Cr resistivity, rough: {resistivity_uohm_cm:.1f} microohm cm")
print(f"Needle spacing: {spacing_mm:.1f} mm")
print(f"Current: {current_mA:.1f} mA")
print(f"Voltage before etch: {voltage_before_mV:.1f} mV")
print(f"Voltage after etch: {voltage_after_mV:.1f} mV")
print(f"Sheet resistance before: {sheet_before:.3f} ohm/square")
print(f"Sheet resistance after: {sheet_after:.3f} ohm/square")
print(f"Thickness before: {thickness_before:.1f} nm")
print(f"Thickness after, fixed resistivity: {thickness_after:.1f} nm")
print(f"Removed, fixed resistivity: {removed:.1f} nm")
print(f"Example t/s before etch: {thickness_before*1e-6/spacing_mm:.2e}")
print(f"Needle position error, rough: {needle_error_um:.0f} um")
print(f"R_s error from needles, formula: {100*placement_error:.2f} %")
print(f"R_s error from needles, random trials: {100*random_error:.2f} %")
print(f"Wafer diameter: {wafer_mm:.0f} mm")
print(f"R_s excess from wafer edge: {100*edge_error:.3f} %")
print(f"Contact radius, rough: {contact_radius_um:.0f} um")
print(f"Order of contact-size effect: {100*contact_order:.2g} %")
print(f"Temperature coefficient, rough: {temperature_coefficient:.1e} 1/K")
print(f"Temperature difference: {temperature_difference_K:.1f} K")
print(f"R_s change from temperature: {100*temperature_error:.2f} %")
print(f"Glass heat conductivity, rough: {glass_conductivity:.1f} W/(m K)")
print(f"Film heating power after etch: {film_power*1e3:.2f} mW")
print(f"Heating at inner needle, estimate: {heating_K:.2f} K")
print(f"R_s change from heating: {100*heating_error:.2g} %")
print(f"Thermoelectric offset, rough: {thermal_offset_uV:.0f} uV")
print(f"Offset share of first reading: {100*offset_error:.2f} %")
print(f"Electron mean free path, rough: {mean_free_path_nm:.1f} nm")
print(f"Lost conducting thickness: {lost_thickness:.2f} nm")
print(f"Thickness after, corrected: {thickness_after_corrected:.1f} nm")
print(f"Removed, corrected: {removed_corrected:.1f} nm")
print("checks complete")
```

Output:

```
Factor pi/ln2: 4.53236 (no unit)
Ideal V/(I R_s), ln2/pi: 0.220636 (no unit)
V/(I R_s) by field integral: 0.220636 (no unit)
Resistor network, spacing 1 nodes: 0.226760 (no unit)
Resistor network, spacing 10 nodes: 0.220840 (no unit)
Resistor network, spacing 20 nodes: 0.220686 (no unit)
Resistor network, spacing 50 nodes: 0.220644 (no unit)
Slab excess of V at t/s = 1.0: 8.5 %
Slab excess of V at t/s = 0.5: 0.26 %
Slab excess of V at t/s = 0.2: 1.4e-05 %
Cr resistivity, rough: 25.0 microohm cm
Needle spacing: 1.0 mm
Current: 10.0 mA
Voltage before etch: 5.5 mV
Voltage after etch: 9.0 mV
Sheet resistance before: 2.493 ohm/square
Sheet resistance after: 4.079 ohm/square
Thickness before: 100.3 nm
Thickness after, fixed resistivity: 61.3 nm
Removed, fixed resistivity: 39.0 nm
Example t/s before etch: 1.00e-04
Needle position error, rough: 10 um
R_s error from needles, formula: 1.61 %
R_s error from needles, random trials: 1.61 %
Wafer diameter: 100 mm
R_s excess from wafer edge: 0.087 %
Contact radius, rough: 10 um
Order of contact-size effect: 0.01 %
Temperature coefficient, rough: 1.0e-03 1/K
Temperature difference: 2.0 K
R_s change from temperature: 0.20 %
Glass heat conductivity, rough: 1.0 W/(m K)
Film heating power after etch: 0.74 mW
Heating at inner needle, estimate: 0.09 K
R_s change from heating: 0.0088 %
Thermoelectric offset, rough: 5 uV
Offset share of first reading: 0.09 %
Electron mean free path, rough: 6.0 nm
Lost conducting thickness: 2.25 nm
Thickness after, corrected: 62.2 nm
Removed, corrected: 38.1 nm
checks complete
```
